Koopmans and Delta-SCF ionisation energies of silane at fixed geometry

**Question**

Silane, SiH₄, supplies silicon in vapour deposition, and in plasma-assisted steps it can lose an electron in the gas phase. Consider one isolated molecule with its nuclei held in a regular tetrahedron, Si–H length 0.148 nm. The silicon atom is at the origin and one Si–H bond points along (111).

The neutral molecule is described by closed-shell Hartree–Fock theory. The cation is described by one determinant of real orbitals in which spin-up (α) and spin-down (β) electrons may occupy different spatial orbitals. Both use the same 61 basis functions, the def2-TZVP set.

Equations are in Rydberg atomic units: ħ = 1, 2m = 1, e² = 2. The one-electron operator is h = −∇² − Σ 2Z/r, summed over nuclei, and the electron repulsion is 2/r₁₂. Numerical energies are in eV.

For real orbitals the Coulomb and exchange integrals are

J_ij = ∬ i(1)² (2/r₁₂) j(2)² d1 d2

K_ij = ∬ i(1) j(1) (2/r₁₂) i(2) j(2) d1 d2,

with K_ij = 0 when the spins of i and j differ. The corresponding operators J_j and K_j satisfy ⟨i|J_j|i⟩ = J_ij and ⟨i|K_j|i⟩ = K_ij.

The self-consistent calculations give:

- neutral molecule: E_N = −7925.5310 eV
- highest occupied orbital energy, threefold degenerate (t₂): ε_H = −13.2437 eV
- cation built from the unchanged neutral orbitals: E_frozen = −7912.2873 eV
- lowest self-consistent cation found: E₊ = −7913.5531 eV

**(a) Show how the energy of the frozen cation is related to ε_H, and find the Koopmans ionisation energy. Does the choice of orbital within the degenerate set matter?**

*Model answer.* The energy of the neutral determinant, with i and j running over occupied spin orbitals, is

E_N = Σ_i h_ii + ½ Σ_i Σ_j (J_ij − K_ij) + E_nuc.

Here E_nuc is the repulsion between the nuclei. It is the same for both species because the nuclei do not move.

Remove the electron in spin orbital H and leave every other orbital unchanged. The one-electron sum loses h_HH. The double sum loses the row i = H and the column j = H, which are equal. Their common element is J_HH − K_HH = 0, so counting it twice does no harm. The factor ½ cancels the two equal contributions:

E_frozen = E_N − h_HH − ½ · 2 Σ_j (J_Hj − K_Hj)

E_frozen = E_N − [h_HH + Σ_j (J_Hj − K_Hj)].

The Fock operator is F = h + Σ_j (J_j − K_j), so the bracket is ⟨H|F|H⟩ = ε_H. Therefore

E_frozen = E_N − ε_H

I_K = E_frozen − E_N = −ε_H.

The numbers agree with this identity:

I_K = −7912.2873 + 7925.5310 = 13.2437 eV = 0.97339 Ry.

The frozen energy was evaluated directly from the one- and two-electron integrals, so its agreement with −ε_H tests the counting above.

Now let H be any normalised real combination of the three degenerate orbitals, H = Σ_m c_m t_m with Σ_m c_m² = 1. The t_m are orthonormal eigenfunctions of F with one eigenvalue, so

⟨H|F|H⟩ = Σ_m c_m² ε_H = ε_H.

Rotating the three orbitals among themselves does not change the neutral determinant, because all three are filled. The frozen ionisation energy is therefore independent of the direction in which H points. Holes along (001), (111) and (110) all give 13.24366 eV.

**(b) Prove that the Delta-SCF ionisation energy cannot exceed the Koopmans value. State the conditions, and evaluate both the Delta-SCF value and the relaxation energy.**

*Model answer.* Let E₊ be the lowest energy of any real, spin-unrestricted determinant of the cation in the given basis. The frozen determinant belongs to this set: its orbitals are real, orthonormal and expanded in the same basis, and it has the right number of electrons of each spin. A minimum over a set cannot lie above a member of the set:

E₊ ≤ E_frozen.

Subtract E_N from both sides and use part (a):

I_Δ = E₊ − E_N ≤ E_frozen − E_N = I_K.

The relaxation energy R = I_K − I_Δ = E_frozen − E₊ is thus non-negative. Since E_N cancels from R, relaxation concerns the cation alone.

The proof needs three conditions.

1. The geometry, Hamiltonian and basis are common to both species. If the cation were given a smaller basis, the frozen determinant might not be in the trial set.
2. Both energies are Hartree–Fock energies, since part (a) used the Hartree–Fock energy expression.
3. The cation solution is the minimum, or at least lies no higher than the frozen determinant.

For silane,

I_Δ = −7913.5531 + 7925.5310 ≈ 11.978 eV = 0.8804 Ry

R = −7912.2873 + 7913.5531 = 1.2658 eV.

The inequality holds with a margin of about 1.27 eV, or 9.6% of the Koopmans value.

The third condition calls for care, because a self-consistent calculation need not reach the global minimum. The solution used here was stable against small real rotations of its orbitals, so it is a local minimum within the unrestricted set. If a lower solution exists, the true I_Δ is smaller still and the inequality is only strengthened. The cation has ⟨S²⟩ = 0.761, against 0.75 for a pure doublet, so its spin contamination is small.

**(c) Why is the inequality strict here? Mix one occupied α orbital i with one empty orbital a, and derive the greatest lowering of the frozen cation's energy. Take the electron removed to have β spin. For one such pair, g = ⟨a|F^α|i⟩ = 1.4294 eV and d = 9.2890 eV, where d is half the energy gap to be defined in the answer.**

*Model answer.* Removing the β electron removes its Coulomb repulsion from the field felt by α electrons. There was no exchange between opposite spins to remove. The α Fock operator of the frozen cation is therefore

F^α = F − J_H.

Because i and a are different eigenfunctions of F, ⟨a|F|i⟩ = 0, and so

g = ⟨a|F^α|i⟩ = −⟨a|J_H|i⟩.

This is in general nonzero: the missing charge distorts the field, and the old orbitals no longer diagonalise it.

Replace i by

φ = i cos θ + a sin θ.

The orbital a is orthogonal to every occupied α orbital, so the new determinant stays normalised. The part of the energy that depends on φ is its one-electron energy plus its interaction with all the other electrons. That part is ⟨φ|G|φ⟩, where G omits the interaction of i with itself:

G = F^α − (J_i − K_i).

Here K_i is the exchange operator for equal spins. Acting on i itself, J_i and K_i give the same function, so (J_i − K_i)|i⟩ = 0. The matrix elements are then

G_ii = F^α_ii

G_ai = F^α_ai = g

G_aa = F^α_aa − (J_ia − K_ia).

Define d = (G_aa − G_ii)/2. The energy change is

ΔE(θ) = G_ii cos²θ + 2g sin θ cos θ + G_aa sin²θ − G_ii

ΔE(θ) = (G_aa − G_ii) sin²θ + g sin 2θ

ΔE(θ) = d(1 − cos 2θ) + g sin 2θ.

The last line uses sin²θ = (1 − cos 2θ)/2. At θ = 0 the slope is 2g = 2.8588 eV per radian, which a finite difference of the determinant energy reproduces. A nonzero slope means that a small rotation of the right sign lowers the energy, so the frozen determinant is not the minimum and R > 0.

For the greatest lowering, note that −d cos 2θ + g sin 2θ is a sinusoid of amplitude √(d² + g²). Its minimum is reached where cos 2θ = d/√(d² + g²) and sin 2θ = −g/√(d² + g²). Hence

ΔE_min = d − √(d² + g²)

lowering = √(d² + g²) − d.

For the given pair,

√(9.2890² + 1.4294²) − 9.2890 = 9.3983 − 9.2890 = 0.1093 eV.

A direct search over θ, recomputing the whole determinant energy at each angle, also gives 0.1093 eV. The best angle satisfies tan 2θ = −g/d, which gives |θ| ≈ 4.4°.

The values of g and d refer to a hole along (111) and to one particular pair. Both i and a belong to threefold degenerate sets, so another choice of orbitals within those sets gives other numbers; the largest |g| between the two sets is 1.46 eV. This single rotation yields about 9% of the relaxation found in (b). It is a rigorous lower bound on R, not an estimate of it, because all the other orbitals are still frozen.

When |g| is much smaller than d, expansion of the square root gives

lowering ≈ g²/(2d) = 1.4294²/(2 × 9.2890) = 0.110 eV,

close to the full result. Relaxation through one pair is then second order in the coupling: it grows with the square of the disturbance and falls with the gap.

Equality, R = 0, is possible in special cases. Take H₂ with one basis function on each atom. Symmetry fixes the two orbitals as the even and odd combinations. After ionisation one electron remains, and h cannot mix an even with an odd function. If the even orbital has the lower one-electron energy, the frozen cation is already the minimum and I_Δ = I_K.

**(d) A student finds a converged cation solution whose hole is in the deeper, totally symmetric a₁ valence orbital. Its ionisation energy is 19.126 eV. Does this contradict part (b)?**

*Model answer.* No. The solution is stationary: its energy does not change to first order under orbital rotations. It is not the minimum, since it lies 19.126 − 11.978 = 7.148 eV above the lowest solution found. The proof compares the frozen determinant with the minimum and says nothing about other stationary points.

The value must also be compared with the right frozen energy. For a hole in the a₁ orbital the frozen result is 19.863 eV, so relaxation has lowered that state by 0.737 eV. Set against the first Koopmans energy of 13.244 eV, however, the same converged solution seems to violate the inequality. Convergence alone is not sufficient; the state reached must be identified.

**(e) Cation calculations started from holes along (001), (110) and (111) give ionisation energies of 12.422, 12.073 and 11.978 eV. The frozen energies were equal. What do these numbers show?**

*Model answer.* All three lie below 13.244 eV, with relaxation energies of 0.821, 1.171 and 1.266 eV. The inequality holds for each, and the lowest value is the one to report as the Delta-SCF result.

The spread of 0.44 eV is a defect of the single-determinant description. Suppose the exact cation at this geometry has a threefold degenerate ground level with the symmetry of the t₂ hole. The exact Hamiltonian is linear, so every normalised combination of the three states has the same energy, and no direction is preferred. Hartree–Fock equations are not linear: the field depends on the orbitals it determines. Different hole directions can therefore relax by different amounts, and the lowest determinant can have less symmetry than the nuclei.

Symmetry suggests why the directions differ. The four filled valence orbitals, a₁ and t₂, can be combined into four equivalent orthonormal bond orbitals, b_k = ½ a₁ + (√3/2) t_k, where t_k is the t₂ orbital pointing along bond k. The weight of bond k in a t₂ hole pointing along the unit vector u is then ¾ (n_k · u)², with n_k the unit vector along the bond. A hole along (111) has weight 3/4 in one bond and 1/12 in each of the others. A hole along (110) has weight 1/2 in each of two bonds, and a hole along (001) has 1/4 in all four. The relaxation energies rise in the same order as this concentration of the hole. That is what one expects if a more compact positive charge attracts the remaining electrons more strongly, though the ordering alone does not prove that cause.

Part of the 1.27 eV is thus tied to the broken symmetry of the solution. It should not be read as a purely physical response of the remaining electrons.

**(f) Are the values converged with basis size? Coupled-cluster theory, CCSD(T), with the silicon core uncorrelated gives 12.721 eV in the same basis. Which of the two approximations is closer, and why can the variationally better cation give the poorer ionisation energy?**

*Model answer.* Enlarging the basis from 61 to 98 functions (def2-TZVPP) changes I_K by −0.001 eV and I_Δ by −0.011 eV. The relaxation energy becomes 1.276 eV. A much larger set with diffuse functions (def2-QZVPPD, 208 functions) gives I_K = 13.241 eV and I_Δ = 11.958 eV, shifts of −0.003 and −0.020 eV from the def2-TZVP values, with R = 1.28 eV. The Koopmans value is thus settled to a few meV and the Delta-SCF value to about 0.02 eV.

Relative to the CCSD(T) value, the errors are

I_K − I_CC = +0.52 eV

I_Δ − I_CC = −0.74 eV.

The Koopmans value is closer in this case. To see why, let C be the correlation energy of the cation minus that of the neutral, each measured from its own Hartree–Fock energy. Then

I_CC = I_Δ + C = I_K − R + C.

Here C = +0.744 eV: correlation lowers the neutral more than the cation. Koopmans' approximation omits both −R and +C, which have opposite signs and partly cancel. Delta-SCF includes −R but omits C, so the whole of C remains as its error. The variational principle orders the energies of the cation; it does not order the errors of a difference between two energies.

CCSD(T) is itself approximate. The correction C rises from 0.632 eV in the smaller def2-SVP basis to 0.744 eV here, so convergence to within 0.1 eV has not been shown. At the simpler MP2 level, with the cation again started from the (111) hole, going from def2-TZVP to def2-TZVPP raises the ionisation energy by a further 0.08 eV. The cation calculation also starts from the symmetry-broken (111) determinant of part (e); starting from the (001) solution instead gives 12.732 eV. The comparison supports the signs of the two errors more firmly than their exact sizes.

**(g) How far can these numbers be used for silane in a deposition reactor?**

*Model answer.* The bond length of 0.148 nm is typical of silane. The measured vertical ionisation energy, for removal of an electron before the nuclei move, is roughly 12 to 13 eV, so the coupled-cluster value is of the right size. The calculation holds the nuclei fixed, but those of a newly formed ion are free to move. At fixed bond length, flattening the cation so that the angle between the Si–H bonds and the z axis grows from 54.7° to 69.0° lowers its Hartree–Fock energy by 0.27 eV in the def2-SVP basis, relative to the lowest undistorted cation found in that basis (0.24 eV at the same angle in def2-TZVP). Since bond lengths and other distortions were not optimised, full relaxation lowers the energy by at least this much at that level. The lowest energy at which the ion can form therefore lies below the vertical value. The ion may also break up: at MP2 level in the def2-TZVP basis, separated SiH₂⁺ and H₂ lie about 1.2 eV below the ion at the neutral geometry, without zero-point energies.

Two other energies are smaller than the 0.27 eV found on flattening. Scalar relativity changes the Koopmans value by −0.007 eV in the def2-SVP basis, and the thermal energy kT at 600 K is 0.05 eV. Spin–orbit coupling and zero-point motion are left out, and the second is not small. In a harmonic Hartree–Fock estimate, zero-point motion of the neutral along the flattening coordinate changes the angle between the Si–H bonds and the z axis by about 2.5° (root mean square, def2-TZVP basis), and a change of that size splits the t₂ level by about 0.4 eV. A measured ionisation band is therefore broad, not a single sharp energy. The results refer to an isolated molecule, not to silane adsorbed on a growing film, where the charge of the ion would polarise its surroundings. The numerical output below lists most of the computed values.

Computed values

```
Si-H bond length: 0.148 nm
Si-H angle to z axis, tetrahedral: 54.74 degrees
def2-TZVP basis functions: 61
Neutral HF energy: -7925.5310 eV
Frozen cation energy: -7912.2873 eV
Relaxed cation energy: -7913.5531 eV
Highest occupied orbital energy: -13.2437 eV
Koopmans ionisation energy: 13.2437 eV
Koopmans ionisation energy: 0.97339 Ry
Delta-SCF ionisation energy: 11.9778 eV
Delta-SCF ionisation energy: 0.88035 Ry
Orbital relaxation energy: 1.2658 eV
Hole 001: frozen 13.24366 eV, relaxed 12.42245 eV
Hole 111: frozen 13.24366 eV, relaxed 11.97782 eV
Hole 110: frozen 13.24366 eV, relaxed 12.07314 eV
Lowest starting hole direction: 111
Restarts after stability test: 0
Cation <S^2>: 0.7614 (pure doublet 0.75)
Rotation: occupied orbital 8, virtual orbital 14
Rotation coupling g: 1.4294 eV
Rotation half gap d: 9.2890 eV
Slope by finite difference: 2.8588 eV per radian
Lowering by 2x2 formula: 0.10934 eV
Lowering by direct search: 0.10934 eV
a1-hole frozen ionisation: 19.8625 eV
a1-hole relaxed ionisation: 19.1259 eV
def2-svp: 38 functions, Koopmans 13.2581 eV, Delta-SCF 12.0381 eV, relaxation 1.2201 eV
def2-tzvp: 61 functions, Koopmans 13.2437 eV, Delta-SCF 11.9778 eV, relaxation 1.2658 eV
def2-tzvpp: 98 functions, Koopmans 13.2429 eV, Delta-SCF 11.9669 eV, relaxation 1.2759 eV
Shift TZVP to TZVPP, Koopmans: -0.0008 eV
Shift TZVP to TZVPP, Delta-SCF: -0.0109 eV
CCSD(T) vertical ionisation, def2-TZVP: 12.721 eV
CCSD(T) minus Delta-SCF, def2-TZVP: +0.744 eV
CCSD(T) minus Koopmans, def2-TZVP: -0.522 eV
CCSD(T) minus Delta-SCF, def2-SVP: +0.632 eV
Flattened cation angle to z axis, def2-SVP: 69.0 degrees
Cation energy drop on flattening, def2-SVP: 0.271 eV
Scalar relativistic Koopmans shift, def2-SVP: -0.0066 eV
Thermal energy kT at 600 K: 0.0517 eV
```
